# The Tkatchenko–Scheffler combination rule for unlike-pair dispersion coefficients, part 1

(Sections cited here and not found follow in the second part.)

## 1. From the Casimir–Polder integral to the combination rule

### Definitions and conventions

Two neutral species A and B, which may be atoms or small molecules, have their centres a distance $R$ apart. Their electron clouds do not overlap. Each has a non-degenerate closed-shell ground state, and its wave functions can be chosen real. The leading dispersion energy, averaged over independent orientations, is written

$$E_{\rm disp}=-\frac{C_{AB}}{R^6},\qquad C_{AB}>0 . \tag{1}$$

The minus sign stands outside the coefficient, so a positive $C_{AB}$ means attraction. $C_{AA}$ and $C_{BB}$ are the coefficients for two A and for two B. The usual symbol for all three is $C_6$.

If a field $F$ induces a dipole moment $\alpha^{\rm SI}F$, the polarizability volume is

$$\alpha=\frac{\alpha^{\rm SI}}{4\pi\varepsilon_0}. \tag{2}$$

It has the unit m³. A symbol $\alpha_X$ without argument is the static value for species $X$, and $\alpha_X(i\omega)$ is the value at imaginary frequency, with $\omega$ real and positive. Frequencies are angular frequencies.

An imaginary frequency has a direct meaning. The time factor $e^{-i\omega' t}$ becomes $e^{\omega t}$ when $\omega'=i\omega$, so $\alpha(i\omega)$ is the response to a field that grows exponentially at the rate $\omega$. Let the perturbation be $-d_jF_je^{\omega t}$, where $d_j$ is a component of the dipole operator, and let $\hbar\omega_n$ be the excitation energy of state $n$. First-order perturbation theory gives the amplitude

$$c_n(t)=\frac{i}{\hbar}\,d_j^{n0}F_j\int_{-\infty}^{t}e^{(\omega+i\omega_n)t'}dt'
=\frac{d_j^{n0}F_j}{\hbar(\omega_n-i\omega)}\,e^{(\omega+i\omega_n)t}. \tag{3}$$

The last form uses $i/(\omega+i\omega_n)=1/(\omega_n-i\omega)$. The induced dipole is twice the real part of $\sum_n d_i^{0n}c_ne^{-i\omega_nt}$. Since ${\rm Re}\,[1/(\omega_n-i\omega)]=\omega_n/(\omega_n^2+\omega^2)$,

$$\alpha^{\rm SI}_{ij}(i\omega)=\frac{2}{\hbar}\sum_{n\ne0}\frac{\omega_n\,d_i^{0n}d_j^{n0}}{\omega_n^2+\omega^2}. \tag{4}$$

This function is real. Its diagonal elements are positive and fall steadily as $\omega$ grows, because the electrons cannot follow a field that rises faster than they can move.

### The interaction energy at second order

Take the $z$ axis along the line joining the centres. The dipole–dipole interaction is

$$V=\frac{1}{4\pi\varepsilon_0}\sum_{ij}d_i^{A}T_{ij}d_j^{B},\qquad T=\frac{1}{R^3}\,{\rm diag}(1,1,-2). \tag{5}$$

The dispersion energy is the part of the second-order energy in which both species are excited. Terms in which one species stays in its ground state contain its permanent dipole and describe induction; they are treated separately in the second half. With $n$ labelling excited states of A and $m$ those of B,

$$E_{\rm disp}=-\frac{1}{(4\pi\varepsilon_0)^2}\sum_{nm}\sum_{ijkl}
\frac{T_{ij}T_{kl}\,d_i^{A,0n}d_k^{A,n0}\,d_j^{B,0m}d_l^{B,m0}}{\hbar(\omega_n+\omega_m)} . \tag{6}$$

The denominator ties the two species together. To separate them, start from the partial fractions, for $a\neq b$,

$$\frac{1}{(a^2+\omega^2)(b^2+\omega^2)}=\frac{1}{b^2-a^2}\left[\frac{1}{a^2+\omega^2}-\frac{1}{b^2+\omega^2}\right]. \tag{7}$$

Since $\int_0^\infty d\omega/(a^2+\omega^2)=\pi/(2a)$, integration gives

$$\int_0^\infty\!\frac{d\omega}{(a^2+\omega^2)(b^2+\omega^2)}
=\frac{\pi}{2}\,\frac{1/a-1/b}{b^2-a^2}=\frac{\pi}{2ab(a+b)}, \tag{8}$$

because $1/a-1/b=(b-a)/(ab)$ and $b^2-a^2=(b-a)(b+a)$. The result is continuous at $a=b$ and holds there too. Solved for the energy denominator, it reads

$$\frac{1}{a+b}=\frac{2}{\pi}\int_0^\infty\frac{a\,b\;d\omega}{(a^2+\omega^2)(b^2+\omega^2)} . \tag{9}$$

Put $a=\omega_n$ and $b=\omega_m$ in (6). The sum over $n$ is then $\hbar\alpha^{{\rm SI},A}_{ik}(i\omega)/2$ by (4), and the sum over $m$ is the same expression for B. The prefactors combine as $(1/\hbar)(2/\pi)(\hbar/2)^2=\hbar/(2\pi)$. The two factors $1/(4\pi\varepsilon_0)$ turn the SI polarizabilities into volumes:

$$E_{\rm disp}=-\frac{\hbar}{2\pi}\int_0^\infty\sum_{ijkl}T_{ij}T_{kl}\,\alpha^{A}_{ik}(i\omega)\,\alpha^{B}_{jl}(i\omega)\,d\omega . \tag{10}$$

For independent, uniformly distributed orientations each tensor is replaced by its average, $\alpha_{ik}\to\alpha\,\delta_{ik}$, with $\alpha$ one third of the trace. What remains is $\sum_{ij}T_{ij}^2=(1+1+4)/R^6=6/R^6$. Comparison with (1) yields the Casimir–Polder integral in its unretarded form,

$$C_{AB}=\frac{3\hbar}{\pi}\int_0^\infty\alpha_A(i\omega)\,\alpha_B(i\omega)\,d\omega . \tag{11}$$

The unit is J s × s⁻¹ × m⁶ = J m⁶, as (1) requires.

### One pole for each species

The model assumption is that a single transition frequency $\omega_X$ carries the whole response of species $X$:

$$\alpha_X(i\omega)=\frac{\alpha_X}{1+\omega^2/\omega_X^2}=\frac{\alpha_X\,\omega_X^2}{\omega_X^2+\omega^2}. \tag{12}$$

Insert this in (11) and use (8) with $a=\omega_A$, $b=\omega_B$:

$$C_{AB}=\frac{3\hbar}{\pi}\,\alpha_A\alpha_B\,\omega_A^2\omega_B^2\,\frac{\pi}{2\omega_A\omega_B(\omega_A+\omega_B)}
=\frac{3\hbar}{2}\,\alpha_A\alpha_B\,\frac{\omega_A\omega_B}{\omega_A+\omega_B}. \tag{13}$$

This is London's formula. For a like pair, $\omega_A\omega_B/(\omega_A+\omega_B)$ becomes $\omega_X/2$, and therefore

$$C_{XX}=\frac{3}{4}\,\hbar\,\omega_X\alpha_X^2,\qquad \omega_X=\frac{4\,C_{XX}}{3\hbar\,\alpha_X^2}. \tag{14}$$

The second relation fixes the effective frequency in the Tkatchenko–Scheffler scheme. The frequency is not taken from an ionization energy or an optical gap. It is chosen so that the model returns the like-pair coefficient that one already has.

To eliminate the frequencies, multiply the first relation of (14) by the ratio of polarizabilities:

$$\frac{\alpha_B}{\alpha_A}C_{AA}=\frac34\hbar\,\omega_A\alpha_A\alpha_B,\qquad
\frac{\alpha_A}{\alpha_B}C_{BB}=\frac34\hbar\,\omega_B\alpha_A\alpha_B . \tag{15}$$

The sum of these is $\tfrac34\hbar\,\alpha_A\alpha_B(\omega_A+\omega_B)$. Their product is $C_{AA}C_{BB}=\tfrac{9}{16}\hbar^2\omega_A\omega_B\alpha_A^2\alpha_B^2$, since the ratios cancel. Twice the product divided by the sum is

$$\frac{2\cdot\frac{9}{16}\hbar^2\omega_A\omega_B\,\alpha_A^2\alpha_B^2}{\frac34\hbar\,\alpha_A\alpha_B(\omega_A+\omega_B)}
=\frac{3\hbar}{2}\,\alpha_A\alpha_B\frac{\omega_A\omega_B}{\omega_A+\omega_B}, \tag{16}$$

which is (13). Hence

$$C_{AB}=\frac{2\,C_{AA}C_{BB}}{\dfrac{\alpha_B}{\alpha_A}C_{AA}+\dfrac{\alpha_A}{\alpha_B}C_{BB}} . \tag{17}$$

This is the Tkatchenko–Scheffler combination rule. It is exact within the model (12). Polarizabilities enter through their ratio alone, so volumes and SI values give the same result, and $4\pi\varepsilon_0$ does not appear.

In numerical tests with twenty pairs of single-pole species, all three coefficients were obtained by quadrature of (11). The static volumes ranged from 0.1 to 100 cubic Bohr radii and $\hbar\omega_X$ from 0.1 to 10 hartree. Rule (17) reproduced each unlike-pair integral within one part in $10^9$.

### The same result from zero-point energies

The single-pole response belongs to a simple mechanical system: a charge $q_X$ of mass $m_X$ bound isotropically with frequency $\omega_X$. In a field $Fe^{\omega t}$ its displacement $x$ obeys $m_X\omega^2x=-m_X\omega_X^2x+q_XF$, with the common factor $e^{\omega t}$ removed. The dipole $q_Xx$ is thus $q_X^2F/[m_X(\omega_X^2+\omega^2)]$, which has the form (12) with

$$4\pi\varepsilon_0\,\alpha_X=\frac{q_X^2}{m_X\omega_X^2}. \tag{18}$$

Two such oscillators can be solved without any response integral. Let $t=1,1,-2$ for motion along $x,y,z$. In the coordinates $\sqrt{m_X}\,x_X$ the squared normal frequencies for each direction are the eigenvalues of

$$\begin{pmatrix}\omega_A^2&\kappa\\ \kappa&\omega_B^2\end{pmatrix},\qquad
\kappa=\frac{t\,q_Aq_B}{4\pi\varepsilon_0R^3\sqrt{m_Am_B}},\qquad
|\kappa|=\frac{|t|\sqrt{\alpha_A\alpha_B}\,\omega_A\omega_B}{R^3}. \tag{19}$$

The last form follows from $|q_X|/\sqrt{m_X}=\omega_X\sqrt{4\pi\varepsilon_0\alpha_X}$. Let $\Omega_\pm$ be the two normal frequencies. The trace of the matrix is $\Omega_+^2+\Omega_-^2$ and its determinant is $\Omega_+^2\Omega_-^2$, so

$$(\Omega_++\Omega_-)^2=\omega_A^2+\omega_B^2+2\sqrt{\omega_A^2\omega_B^2-\kappa^2}
\simeq(\omega_A+\omega_B)^2-\frac{\kappa^2}{\omega_A\omega_B} \tag{20}$$

for small $\kappa$. Taking the root to the same order gives

$$\Omega_++\Omega_--\omega_A-\omega_B\simeq-\frac{\kappa^2}{2\omega_A\omega_B(\omega_A+\omega_B)} . \tag{21}$$

The zero-point energy changes by $\hbar/2$ times this quantity, summed over the three directions. With $\sum t^2=6$,

$$\Delta E=-\frac{\hbar}{4}\,\frac{6\,\alpha_A\alpha_B}{R^6}\,\frac{\omega_A\omega_B}{\omega_A+\omega_B}
=-\frac{3\hbar}{2}\,\frac{\alpha_A\alpha_B}{R^6}\,\frac{\omega_A\omega_B}{\omega_A+\omega_B}. \tag{22}$$

This agrees with (13), including the factor $3/2$. It also shows the origin of the attraction in this model: coupling lowers the sum of the normal frequencies although the oscillators carry no permanent dipoles. The approximation in (20) requires $\alpha_A\alpha_B/R^6\ll1$.

A test with volumes of 4 and 9 cubic Bohr radii, oscillator energies of 1.3 and 0.5 hartree and a separation of 20 Bohr radii used the full eigenvalues of (19). The unlike-pair coefficient from these energies agreed with rule (17), fed by like-pair coefficients from the same kind of calculation, within one part in $10^4$.

### Limits, bound and sensitivity

Define

$$s=\ln\frac{\omega_A}{\omega_B}. \tag{23}$$

From (14), $\sqrt{C_{AA}C_{BB}}=\tfrac34\hbar\,\alpha_A\alpha_B\sqrt{\omega_A\omega_B}$. Dividing (13) by this gives $2\sqrt{\omega_A\omega_B}/(\omega_A+\omega_B)$. Numerator and denominator divided by $\sqrt{\omega_A\omega_B}$ leave $2/(e^{s/2}+e^{-s/2})$, so

$$C_{AB}=\frac{\sqrt{C_{AA}C_{BB}}}{\cosh(s/2)} . \tag{24}$$

The rule is a geometric mean reduced by the mismatch of the two response rates. It equals the geometric mean when $\omega_A=\omega_B$, however different the polarizabilities are.

The reduction respects a general inequality. By the Cauchy–Schwarz inequality, the integral of $\alpha_A\alpha_B$ in (11) cannot exceed the root of the product of the integrals of $\alpha_A^2$ and $\alpha_B^2$. Thus $C_{AB}\le\sqrt{C_{AA}C_{BB}}$ for any spectra, and (24) never violates this bound.

If A responds much faster than B, $\omega_A\gg\omega_B$, then (13) tends to

$$C_{AB}\to\frac{3\hbar}{2}\alpha_A\alpha_B\omega_B=\frac{2\alpha_A}{\alpha_B}C_{BB}. \tag{25}$$

A then follows the fluctuations of B with its full static polarizability, and the slower species sets the frequency scale.

Equation (24) also shows how input errors propagate. By (14), $s=\ln(C_{AA}/C_{BB})+2\ln(\alpha_B/\alpha_A)$, and the derivative of $-\ln\cosh(s/2)$ with respect to $s$ is $-\tfrac12\tanh(s/2)$. Therefore

$$\frac{\partial\ln C_{AB}}{\partial\ln(\alpha_B/\alpha_A)}=-\tanh\frac s2,\qquad
\frac{\partial\ln C_{AB}}{\partial\ln C_{AA}}=\frac12\Big(1-\tanh\frac s2\Big)=\frac{\omega_B}{\omega_A+\omega_B}. \tag{26}$$

In the first derivative the like-pair coefficients are held fixed; in the second, $C_{BB}$ and both polarizabilities are. For species with similar frequencies the polarizability ratio hardly matters, and each like-pair coefficient passes on about half of its relative error.

### Atoms inside molecules

In the Tkatchenko–Scheffler method the species are atoms in a molecule or solid. A free-atom polarizability is multiplied by a volume ratio $v_X$, and the like-pair coefficient by $v_X^2$. This scaling is an assumption of the method. Its effect on the rule follows from (14): $C_{XX}/\alpha_X^2$ is unchanged, so the effective frequency is unchanged as well. Equation (13) then gives

$$C_{AB}\to v_Av_B\,C_{AB}. \tag{27}$$

The environment changes the size of each atom's response but not its rate. Where bonding changes the response rate considerably, for example by moving charge from one atom to another, this part of the scheme is open to doubt even if (17) itself is accurate.

## 2. Real spectra and the pair HF–H₂O

### Symbols and results carried over

$C_{AB}$ is the coefficient in $E_{\rm disp}=-C_{AB}/R^6$, $\alpha_X(i\omega)$ is a polarizability volume at imaginary frequency, and $\alpha_X$ is its static value. The full coefficient is the integral (11). The rule (17) contains the like-pair coefficients and the static polarizabilities. It is equivalent to London's formula (13) with the effective frequencies $\omega_X=4C_{XX}/(3\hbar\alpha_X^2)$ of (14), and to the reduced geometric mean (24) with $s=\ln(\omega_A/\omega_B)$. For real species, which have many poles, $\omega_X$ is defined by (14), and the rule becomes an approximation.

### Why the error is of second order

Let $D[\alpha_A,\alpha_B]$ be the full integral minus the rule, regarded as a functional of the two response functions. It has two properties: $D[f,g]=D[g,f]$, and $D[f,f]=0$, since the rule returns the like-pair coefficient for identical species. Change the response by a small function $\epsilon h$, and let $D_1$ and $D_2$ be the first-order changes per unit $\epsilon$ when the first or the second argument is varied about $D[f,f]$. Varying both together keeps $D$ at zero, so $D_1+D_2=0$. Symmetry requires $D_1=D_2$. Both therefore vanish, and

$$D[f,f+\epsilon h]=O(\epsilon^2). \tag{28}$$

Neither species needs to have a single pole for this. In a test, a two-pole response was paired with a mixture of itself and a different two-pole response. Doubling the admixture from 1 % to 2 % multiplied the relative error by 3.93, close to the factor 4 of a quadratic law.

The geometric mean is also symmetric and exact for identical species, so it shares property (28). The two differ in the size of the quadratic term. That term can be found when both species have the same spectral shape on different frequency scales,

$$\alpha_X(i\omega)=\alpha_X\,g(\omega/w_X),\qquad g(0)=1 . \tag{29}$$

With $G=\int_0^\infty g^2du$, the like-pair integral is $C_{XX}=(3\hbar/\pi)\alpha_X^2w_XG$. Hence $\omega_X$ is proportional to $w_X$, and $s=\ln(w_A/w_B)$. Substituting $\omega=\sqrt{w_Aw_B}\,u$ in (11) gives

$$C_{AB}=\frac{3\hbar}{\pi}\alpha_A\alpha_B\sqrt{w_Aw_B}\,J(s),\qquad
J(s)=\int_0^\infty g(ue^{-s/2})\,g(ue^{s/2})\,du . \tag{30}$$

Set $u=e^x$ and $h(x)=g(e^x)$. The product in $J$ is $h(x-s/2)\,h(x+s/2)$. Its expansion has no linear term, and

$$J(s)=G+\frac{s^2}{4}\int_{-\infty}^{\infty}\big(hh''-h'^2\big)e^x\,dx+O(s^4). \tag{31}$$

The first part is integrated by parts twice. The boundary terms vanish because $e^x\to0$ at one end and $g$ falls as $u^{-2}$ at the other:

$$\int hh''e^x dx=-\int h'^2e^xdx-\int hh'e^xdx=-\int h'^2e^xdx+\frac12\int h^2e^xdx . \tag{32}$$

Here $\int h^2e^xdx=G$. Because $h'=u\,g'(u)$, it is natural to define

$$K=\frac{\int_0^\infty u^2g'(u)^2du}{\int_0^\infty g(u)^2du},\qquad\text{so that}\qquad
J(s)=G\left[1+s^2\left(\frac18-\frac K2\right)\right]+O(s^4). \tag{33}$$

By (24) the rule replaces $J(s)$ by $G/\cosh(s/2)$. Multiplying (33) by $\cosh(s/2)=1+s^2/8+\dots$ gives

$$\frac{C_{AB}^{\rm full}}{C_{AB}^{\rm rule}}-1=s^2\left(\frac14-\frac K2\right)+O(s^4). \tag{34}$$

For one pole the rule is exact at every $s$, so $K=1/2$. For the geometric mean the corresponding coefficient is $1/8-K/2$, which equals $-1/8$ at $K=1/2$. The combination rule thus removes the quadratic error that a single-pole spectrum would leave in the geometric mean.

As an example, take $g$ as the equal-weight sum of two poles whose frequencies differ by a factor 4. Then $K=0.430$ and the coefficient in (34) is $0.035$. At $w_A/w_B=2$, where $s^2=0.48$, the leading term is 1.7 %, and direct integration gives 1.6 %. In this model the rule is slightly too small.

The combination rule (17) has been derived from the Casimir–Polder integral; it is exact for single-pole species, and for real spectra its error is of second order in the difference between the two responses. What remains is to see what the effective pole represents, to test the rule on the pair HF–H₂O, and to examine the limits of the resulting coefficient.
